# Initial guesses and preconditioners in multishift Krylov solvers

## Question

I need the resolvent of a one-electron Hamiltonian \(A\) acting on a fixed, normalized source \(b\), at several energies below the spectrum:

\[
(A+\sigma)x_\sigma=b,\qquad \sigma=0,\ 2,\ 8,\ 32\ \text{eV}.
\]

Multishift conjugate gradients (CG) gets all four solutions from one sequence of products with \(A\). Starting from zero it works. I then tried two ordinary economies.

First, I started all four systems from one vector \(x_0\), the zero-shift solution for a slightly different potential. The solver reported residuals below \(10^{-10}\) for every shift, yet \(b\cdot x_\sigma\) came out as 0.088, 0.089, 0.090 and 0.091 eV\(^{-1}\), hardly depending on the energy. Second, I put in a kinetic-energy preconditioner. The zero-shift answer stayed right and the other three were wrong.

Is this a bug in my code, or can a multishift solver not take a guess or a preconditioner at all?

## Answer

Your recursions can be free of bugs and still do this. They rest on a relation between the shifted systems that a general guess or preconditioner destroys. "Not at all" is too strong, though: some guesses and some preconditioners keep the relation, and it can be worked out which.

I take \(A\) real, symmetric, positive definite and not a multiple of the identity, with \(\sigma\ge 0\). In atomic units \(A=-\tfrac12\nabla^2+V\), discretized on a grid.

### What the method relies on

Let \(K_m(A,b)=\mathrm{span}\{b,Ab,\dots,A^{m-1}b\}\). Since \((A+\sigma)^j\) is a polynomial in \(A\) of degree \(j\) with leading coefficient 1,

\[
K_m(A+\sigma,b)=K_m(A,b).
\]

CG from a zero guess picks the \(x_m\in K_m\) whose residual is orthogonal to \(K_m\). That residual also lies in \(K_{m+1}\). As long as \(K_{m+1}\) has dimension \(m+1\), one direction in it is orthogonal to \(K_m\), so the residuals of all shifts are collinear: \(r_m^\sigma=\zeta_m r_m\).

To find \(\zeta_m\), write \(x_m=q(A)b\). Then \(r_m=\rho_m(A)b\) with \(\rho_m(z)=1-zq(z)\), so \(\rho_m(0)=1\). The shifted residual polynomial is \(1-(z+\sigma)q_\sigma(z)\), which equals 1 at \(z=-\sigma\). It is also \(\zeta_m\rho_m(z)\), hence

\[
\zeta_m=\frac{1}{\rho_m(-\sigma)} .
\]

The roots of \(\rho_m\) are the Ritz values \(\theta_j\), the eigenvalues of \(H=Q^TAQ\), where the columns of \(Q\) are an orthonormal basis of \(K_m\). Indeed, if \(\chi\) is the characteristic polynomial of \(H\), then \(Q^T\chi(A)b=\chi(H)Q^Tb=0\), because projection onto \(K_m\) reproduces powers of \(A\) on \(b\) up to degree \(m\). So \(\chi(A)b\) is orthogonal to \(K_m\) and \(\rho_m\propto\chi\). With \(\rho_m(0)=1\),

\[
\rho_m(z)=\prod_{j=1}^m\Bigl(1-\frac{z}{\theta_j}\Bigr),\qquad
\zeta_m=\prod_{j=1}^m\frac{\theta_j}{\theta_j+\sigma}.
\]

For \(\sigma>0\) each factor is below 1, so the shifted residuals are smaller than the unshifted one. If \(-\sigma\) lay inside the spectrum, it could hit a Ritz value and the shifted iterate would not exist at that step.

The CG coefficients follow. In

\[
r_{k+1}=r_k-\alpha_kAp_k,\qquad p_{k+1}=r_{k+1}+\beta_kp_k,
\]

\(p_k\) and \(r_k\) have the same leading coefficient as polynomials in \(A\), so each step multiplies that coefficient by \(-\alpha_k\). For the shifted system the factor is \(-\alpha_k^\sigma\). Since \(r_k^\sigma=\zeta_kr_k\), and \(\beta_k\) is a ratio of squared residual norms,

\[
\alpha_k^\sigma=\alpha_k\frac{\zeta_{k+1}}{\zeta_k},\qquad
\beta_k^\sigma=\beta_k\Bigl(\frac{\zeta_{k+1}}{\zeta_k}\Bigr)^2 .
\]

No further product with \(A\) is needed. But the shifted residual is never formed from its definition; it is inferred from collinearity. If collinearity fails at the start, the solver has no means of noticing.

### What a common guess does

With the same \(x_0\) for every shift and \(r_0=b-Ax_0\), the starting residuals are

\[
r_0^\sigma=b-(A+\sigma)x_0=r_0-\sigma x_0 .
\]

Equality of the Krylov spaces at \(m=1\) already requires \(r_0^\sigma\parallel r_0\). For \(\sigma\neq0\) and \(r_0\neq0\) this means \(x_0=c\,r_0\). Either \(c=0\), the zero guess, or

\[
b=r_0+Ax_0=\Bigl(A+\frac1c\Bigr)x_0 ,
\]

so \(x_0\) is the solution at another shift \(\tau=1/c\). The case \(r_0=0\) is \(\tau=0\). Conversely, if \((A+\tau)x_0=b\), then \(r_0^\sigma=(\tau-\sigma)x_0\), which is collinear for all \(\sigma\). A nonzero common guess is therefore admissible when it solves one member of the shifted family, and not otherwise.

Your code ignored the term \(-\sigma x_0\). It solved \((A+\sigma)d_\sigma=r_0\) and returned \(\tilde x_\sigma=x_0+d_\sigma\). The true residual is

\[
b-(A+\sigma)\tilde x_\sigma=b-(A+\sigma)x_0-r_0=-\sigma x_0 ,
\]

while the internal one goes to zero. This also explains your flat curve. If the guess were perfect at zero shift, \(r_0\) would vanish, every \(d_\sigma\) would vanish, and the code would return \(x_0\) at all energies. The better the guess for the unshifted system, the more nearly the answer is independent of \(\sigma\).

### Guesses that are allowed

*Any common guess, at the price of a second solve.* By linearity,

\[
x_\sigma=x_0+(A+\sigma)^{-1}r_0-\sigma(A+\sigma)^{-1}x_0 .
\]

Each inverse acts on a vector that does not depend on the shift, so each is a valid multishift problem.

*Deflation.* Let the columns of \(U\) be exact orthonormal eigenvectors, \(AU=U\Lambda\), and take \(x_0^\sigma=U(\Lambda+\sigma)^{-1}U^Tb\). Then

\[
b-(A+\sigma)x_0^\sigma=b-U(\Lambda+\sigma)(\Lambda+\sigma)^{-1}U^Tb=(1-UU^T)b ,
\]

the same residual for every shift.

*Restarts.* The iterates \(x_m^\sigma\) of a correct multishift run have residuals \(\zeta_mr_m\), so they may serve as new guesses if the factors \(\zeta_m\) are kept.

Storing the old solution of each shift separately is not enough in general. If the old matrix is \(A'\), its solution \(x'_\sigma\) leaves the residual \((A'-A)x'_\sigma\), whose direction changes with \(\sigma\).

### Which fixed preconditioners are allowed

Precondition from the right: \((A+\sigma)M^{-1}y=b\), \(x=M^{-1}y\), with \(M\) symmetric and positive definite. Now

\[
C\equiv(A+\sigma)M^{-1}=B+\sigma M^{-1},\qquad B\equiv AM^{-1}.
\]

The shift multiplies \(M^{-1}\) instead of the identity. Suppose that \(B\) and \(C\) nevertheless generate the same Krylov spaces for every \(b\), with \(\sigma\ne0\). (For a single \(b\) other choices of \(M\) can pass by coincidence, but a general solver cannot count on that.)

\(B\) is similar to the symmetric matrix \(M^{-1/2}AM^{-1/2}\), so it is diagonalizable. If \(b\) is an eigenvector of \(B\), then \(K_2(B,b)\) is one-dimensional, so \(b\) must be an eigenvector of \(C\) too. Within one eigenspace of \(B\) every vector is then an eigenvector of \(C\), which forces \(C\) to act there as a single number \(c_i\). Now take \(b=\sum_iv_i\) with a nonzero part in each eigenspace, of eigenvalue \(\lambda_i\). Equality of the two-dimensional spaces gives \(Cb=\alpha Bb+\beta b\), or \(c_i=\alpha\lambda_i+\beta\) for every \(i\). Thus \(C=\alpha B+\beta I\). Multiplying by \(M\) from the right,

\[
A+\sigma=\alpha A+\beta M\quad\Rightarrow\quad \beta M=(1-\alpha)A+\sigma I .
\]

Here \(\beta\neq0\), since otherwise \(A\) would be a multiple of the identity. So either \(\alpha=1\) and \(M\propto I\), which is no preconditioning, or \(M\propto A+\tau\) with \(\tau=\sigma/(1-\alpha)\). The second case is shift-invert:

\[
(A+\sigma)(A+\tau)^{-1}=I+(\sigma-\tau)(A+\tau)^{-1}.
\]

All shifts use the Krylov space of \((A+\tau)^{-1}\). If \(\tau\) equals one of the wanted shifts, that system is solved by the inverse directly and its own Krylov space is trivial, which does no harm. The price is a solve with \(A+\tau\) at every iteration, accurate enough not to spoil the relation between the shifted systems. The shift must also be converted: for \(\sigma\ne\tau\), the matrix \((A+\tau)^{-1}\) is shifted by \(1/(\sigma-\tau)\), not by \(\sigma\).

Your code did something else. With the kinetic preconditioner written as \(M=LL^T\), shifting the preconditioned matrix \(L^{-1}AL^{-T}\) by \(\sigma\) itself returns

\[
\tilde x_\sigma=L^{-T}\bigl(L^{-1}AL^{-T}+\sigma\bigr)^{-1}L^{-1}b=(A+\sigma M)^{-1}b .
\]

This is right at \(\sigma=0\) and wrong elsewhere, as you found. It is also the right answer to a different problem: in a nonorthogonal basis, where the shift multiplies the overlap matrix \(S\), the choice \(M=S\) is legitimate.

### Polynomials matched to each shift

A preconditioner may also depend on \(\sigma\), provided the preconditioned operators differ by a constant:

\[
(A+\sigma)M_\sigma^{-1}=AM^{-1}+\eta_\sigma .
\]

For general \(M\) this gives \(M_\sigma^{-1}=(A+\sigma)^{-1}(AM^{-1}+\eta_\sigma)\), and applying it requires the very solve we want to do. For a polynomial, \(M^{-1}=p(A)\), the inverse can cancel. Put \(g(z)=zp(z)\) and

\[
p_\sigma(z)=\frac{g(z)+\eta_\sigma}{z+\sigma},\qquad \eta_\sigma=-g(-\sigma).
\]

The numerator vanishes at \(z=-\sigma\), so the division leaves no remainder and \(p_\sigma\) is a polynomial. One solves \([g(A)+\eta_\sigma]y_\sigma=b\) for all shifts together and sets \(x_\sigma=p_\sigma(A)y_\sigma\). The condition is \(g(\lambda)\neq g(-\sigma)\) for every eigenvalue \(\lambda\); otherwise \(g(A)+\eta_\sigma\) is singular. To run CG safely one asks for more, \(g(\lambda)>0\) and \(g(\lambda)>g(-\sigma)\) on the spectrum, so that the operators are positive definite.

Measured by the energy-norm error, and in exact arithmetic, this does not beat plain CG in products with \(A\). Take \(\sigma=0\) and \(g\) of degree \(d\). After \(k\) outer steps \(x\) is a polynomial in \(A\) of degree at most \((d-1)+d(k-1)=dk-1\) acting on \(b\), so \(x\in K_{dk}(A,b)\). The CG error \(e\) satisfies \(Ae\perp K_{dk}\), so CG has the smallest energy-norm error \(\sqrt{e\cdot Ae}\) in that space. What can fall is the number of outer steps, and with it the number of inner products.

### Numbers for your situation

I used an electron in a two-dimensional hard-wall box of side 12.5 Å, on 24 × 24 interior points with spacing 0.5 Å. The potential has two Gaussian bumps, of height 30 and 10 eV and width 1.5 and 1.0 Å; the source is a normalized Gaussian of width 0.8 Å. These are round model parameters. The reference is diagonalization of the same matrix, so the values belong to this grid; halving the spacing lowers the exact \(b\cdot x_\sigma\) by about 0.0004 eV\(^{-1}\) at 0 and 2 eV, 0.0002 at 8 eV and 0.0001 at 32 eV. The eigenvalues run from 2.00 to 142.9 eV. The full numerical output follows this answer.

The guess \(x_0\) solves the zero-shift problem with the potential reduced by 5 percent, and \(\|x_0\|=0.11875\) eV\(^{-1}\). At 32 eV the predicted true residual is \(32\times0.11875=3.80\), relative to \(\|b\|=1\), and 3.80 is found. That is worse than the residual 1 of a zero guess, while the internal estimate is about \(4\times10^{-32}\). The values of \(b\cdot x_\sigma\) in eV\(^{-1}\) are:

| \(\sigma\) (eV) | exact for the grid | common guess | naive \(M\) |
|---|---|---|---|
| 0 | 0.0884 | 0.0884 | 0.0884 |
| 2 | 0.0703 | 0.0891 | 0.0641 |
| 8 | 0.0469 | 0.0899 | 0.0370 |
| 32 | 0.0215 | 0.0908 | 0.0143 |

The last column uses \(M=1+T/c\), with \(T\) the kinetic energy and \(c=5\) eV. Its values are too low for a definite reason: \(A+\sigma M\) exceeds \(A+\sigma\) by the positive operator \(\sigma T/c\), so its inverse has a smaller expectation value in \(b\). At 32 eV the error is 34 percent of the correct value.

Old solutions kept for each shift have residuals that look almost parallel: the cosine between those at 0 and 32 eV is 0.980. The perpendicular part is still \(\sqrt{1-0.980^2}\approx0.20\) of the 32 eV starting residual. A sequence that treats the two as collinear cannot remove it.

The iteration counts, for a residual tolerance of \(10^{-10}\), are:

| Method | Iterations |
|---|---|
| multishift, zero guess | 77 |
| common guess with second solve | 67 + 55 |
| guess solved at 4 eV | 73 |
| 10 eigenvectors deflated | 49 |
| shift-invert, \(\tau=4\) eV | 20 |
| polynomial, \(d=4\) | 23 |
| separate preconditioned solves | 22 + 18 + 13 + 9 |

These are not equal units of work. The second solve makes the common guess valid but dearer than no guess: 122 iterations against 77. The deflation count omits the cost of finding the eigenvectors, and the 4 eV guess omits its own solve.

Shift-invert is quick because the preconditioned eigenvalues \((\lambda+\sigma)/(\lambda+\tau)\) are close together. At zero shift they run from \(2.00/6.00=0.33\) to \(142.9/146.9=0.97\), a ratio of 2.9. The widest spread is now at 32 eV, from \(174.9/146.9=1.19\) to \(34.0/6.00=5.7\), a ratio of 4.8. The worst ratio among the four systems thus falls from 71, that of \(A\) itself, to 4.8. The 32 eV system sets the count of 20; the zero-shift one alone needs 15. Each of the 20 iterations, however, contains a solve with \(A+4\) eV. Done by plain CG to \(10^{-12}\), these inner solves take about 1200 products with \(A\) in all, and with a looser inner tolerance the final residuals stall near that tolerance.

The polynomial is a Chebyshev one, with \(g(z)=1-T_4(t(z))/T_4(t(0))\), where here \(T_4\) is the Chebyshev polynomial and \(t\) maps the spectral interval onto \([-1,1]\). It needs \(4\times23=92\) products with \(A\) in the iterations and \(3\times4=12\) to form the four solutions, 104 in all against 77. At zero shift and 24 products in the iterations, its energy-norm error is \(5.5\times10^{-4}\) eV\(^{-1/2}\), against \(2.0\times10^{-4}\) for CG, in the order the argument above requires.

The last row gives up the shared sequence. Each system has its own old solution as guess and its own preconditioner \(T+c+\sigma\). The total is 62 iterations, fewer than the 77 of multishift CG, though each also applies a preconditioner. Most of the gain comes from the preconditioner: from zero guesses the total is 74, and with the old guesses but no preconditioner it is 169. The comparison also changes with the mesh. At spacings 0.25 and 0.125 Å multishift CG needs 143 and 289 iterations, while the separate solves stay at 62 and 61. Which is faster depends on the mesh, on the cost of applying the preconditioner and on the number of shifts: another positive shift adds no products with \(A\) to the multishift run, but a whole new solve to the separate ones.

For your code, then, start from zero or from one of the admissible guesses, and leave the kinetic preconditioner to separate solves. In either case compute \(b-(A+\sigma)x_\sigma\) once for each shift at the end. It costs one product per shift and exposes both of the failures you met.

## Calculated quantities

```
Grid points: 576; spacing: 0.50 angstrom
hbar^2/(2m): 3.80998 eV angstrom^2
Lowest, highest eigenvalue: 2.0031, 142.861 eV
Condition number at zero shift: 71.32
Residual tolerance (norm of b is 1): 1.0e-10
Norm of warm guess x0: 0.11875 1/eV
Zero-shift residual norm of x0: 0.03943
Shift 0 eV: residual factor after 10 steps 1.0000e+00
  true residual, correct multishift: 7.19e-11
  warm start: internal 7.55e-11, true 7.5519e-11
  true residual, naive preconditioner: 1.1273e-10
  b.x exact, warm, naive prec. (1/eV): 0.088435, 0.088435, 0.088435
  cosine of old-solution residual with zero shift: 1.00000
Shift 2 eV: residual factor after 10 steps 2.8975e-01
  true residual, correct multishift: 5.08e-14
  warm start: internal 1.24e-13, true 2.3751e-01
  true residual, naive preconditioner: 1.1256e-01
  b.x exact, warm, naive prec. (1/eV): 0.070301, 0.089072, 0.064090
  cosine of old-solution residual with zero shift: 0.99839
Shift 8 eV: residual factor after 10 steps 2.5059e-02
  true residual, correct multishift: 1.60e-15
  warm start: internal 2.52e-19, true 9.5003e-01
  true residual, naive preconditioner: 2.6331e-01
  b.x exact, warm, naive prec. (1/eV): 0.046877, 0.089904, 0.036999
  cosine of old-solution residual with zero shift: 0.99209
Shift 32 eV: residual factor after 10 steps 1.2975e-04
  true residual, correct multishift: 5.34e-16
  warm start: internal 3.83e-32, true 3.8001e+00
  true residual, naive preconditioner: 3.9928e-01
  b.x exact, warm, naive prec. (1/eV): 0.021500, 0.090822, 0.014260
  cosine of old-solution residual with zero shift: 0.97950
Space sine (dimension 5, shift 8 eV), plain: 4.5e-14
Space sine, common warm guess: 0.7772
Space sine, kinetic preconditioner: 0.9982
Space sine, shift-invert: 6.4e-14
Affine misfit, kinetic and shift-invert: 0.1511, 1.7e-12
Iterations, plain multishift: 77
Iterations, naive warm multishift: 67
Iterations, two-solve repair: 67 + 55
Iterations, guess solved at 4 eV: 73
Iterations, 10 deflated eigenvectors: 49
Kinetic preconditioner energy c: 5.0 eV
Iterations, preconditioned CG at zero shift: 26
Iterations, shift-invert at 4 eV: 20
Iterations, degree-4 polynomial operator: 23
A-products, polynomial multishift: 104
Polynomial shifts eta: 0.0000, 0.3739, 1.8050, 13.8402
Energy-norm error after 24 products, CG: 1.9547e-04 eV^-1/2
Energy-norm error, polynomial: 5.4501e-04 eV^-1/2
Iterations, separate warm preconditioned solves: [22, 18, 13, 9]
Total iterations, separate solves: 62
```
